# The effective low-energy Hamiltonian of the Hubbard model at strong repulsion, part 1

(Sections cited here and not found follow in the second part.)

Q: I am told that electrons on a lattice with strong on-site repulsion are described by spins coupled with a strength built from the hopping and the repulsion, plus some terms that move holes. My first doubt concerns the method. The states without doubly occupied sites are hugely degenerate, and when holes are present the hopping already acts among them at first order. What is being expanded, and in what?

A: The model is the Hubbard Hamiltonian on $L$ sites with one orbital each,

$$H = T + UD,\qquad T = -\sum_{i\ne j}\sum_\sigma t_{ij}\,c^\dagger_{i\sigma}c_{j\sigma},\qquad D=\sum_i n_{i\uparrow}n_{i\downarrow}.$$

The sum runs over ordered pairs, $t_{ji}=t_{ij}^*$ makes $T$ Hermitian, $n_{i\sigma}=c^\dagger_{i\sigma}c_{i\sigma}$, and $D$ counts doubly occupied sites, which I call doublons. I assume $U>0$, $U\gg|t_{ij}|$, and $N\le L$ electrons, so that states with $D=0$ exist. $P$ is the projector on them. Spins are measured in units of $\hbar$.

The degeneracy is left alone. The aim is a unitary operator $e^S$ such that $H'=e^SHe^{-S}$ commutes with $D$ up to a chosen order in $t/U$. $H'$ has the spectrum of $H$, and its $D=0$ block is a Hamiltonian for the low-energy states, which still has to be solved. This is the Schrieffer-Wolff transformation. The energy denominators are $U$ and, at higher orders, integer multiples of it, and hopping among $D=0$ states is carried along as an operator.

Q: Then you must separate the hops that change $D$ from those that do not. How is that done for operators?

A: Let $\bar\sigma$ be the spin opposite to $\sigma$ and $h_{i\sigma}=1-n_{i\sigma}$. Insert $1=n_{i\bar\sigma}+h_{i\bar\sigma}$ to the left of each hop and $1=n_{j\bar\sigma}+h_{j\bar\sigma}$ to the right. The four products group as $T=T_0+T_1+T_{-1}$:

$$T_1=-\sum t_{ij}\,n_{i\bar\sigma}c^\dagger_{i\sigma}c_{j\sigma}h_{j\bar\sigma},\qquad T_{-1}=-\sum t_{ij}\,h_{i\bar\sigma}c^\dagger_{i\sigma}c_{j\sigma}n_{j\bar\sigma},$$

$$T_0=-\sum t_{ij}\left(n_{i\bar\sigma}c^\dagger_{i\sigma}c_{j\sigma}n_{j\bar\sigma}+h_{i\bar\sigma}c^\dagger_{i\sigma}c_{j\sigma}h_{j\bar\sigma}\right).$$

From $[n_{i\sigma},c^\dagger_{i\sigma}]=c^\dagger_{i\sigma}$ follow $[D,c^\dagger_{i\sigma}]=n_{i\bar\sigma}c^\dagger_{i\sigma}$ and $[D,c_{j\sigma}]=-n_{j\bar\sigma}c_{j\sigma}$, and therefore

$$[D,c^\dagger_{i\sigma}c_{j\sigma}]=(n_{i\bar\sigma}-n_{j\bar\sigma})\,c^\dagger_{i\sigma}c_{j\sigma}.$$

The operators $n_{i\bar\sigma}$ and $n_{j\bar\sigma}$ commute with $D$ and with the spin-$\sigma$ hop, and $n^2=n$, $nh=0$. In $T_1$ the factor $n_{i\bar\sigma}-n_{j\bar\sigma}$ therefore becomes $1-0$, in $T_{-1}$ it becomes $0-1$, and in the two terms of $T_0$ it becomes $1-1$ and $0-0$. Hence

$$[D,T_m]=mT_m .$$

$T_m$ raises the doublon number by $m$. The adjoint of a term of $T_1$ is $-t_{ij}^*h_{j\bar\sigma}c^\dagger_{j\sigma}c_{i\sigma}n_{i\bar\sigma}$, and with $t_{ij}^*=t_{ji}$ and the labels exchanged this is a term of $T_{-1}$, so $T_{-1}=T_1^\dagger$. If $[D,X]=mX$ and $[D,Y]=m'Y$, the rule $[D,XY]=[D,X]Y+X[D,Y]$ gives $[D,XY]=(m+m')XY$: the indices add under products and commutators.

Q: How do you find $S$?

A: The function $f(\lambda)=e^{\lambda S}He^{-\lambda S}$ obeys $f'=[S,f]$, so its Taylor series at $\lambda=1$ is

$$H'=H+[S,H]+\tfrac12[S,[S,H]]+\tfrac16[S,[S,[S,H]]]+\dots$$

Write $S=S_1+S_2+\dots$ with $S_k$ of order $(t/U)^k$, each anti-Hermitian so that $e^S$ is unitary, and set $V=T_1+T_{-1}$. The terms with one power of $t$ are $T_0+V+[S_1,UD]$. The piece $V$ is removed if $[S_1,UD]=-V$. Since $[T_m,D]=-mT_m$, the choice

$$S_1=\frac{T_1-T_{-1}}{U}$$

gives $[S_1,UD]=-T_1-T_{-1}$ as required, and $S_1^\dagger=(T_{-1}-T_1)/U=-S_1$.

The terms with two powers of $t$ are $[S_1,T]+\tfrac12[S_1,[S_1,UD]]+[S_2,UD]$. With $T=T_0+V$ and $[S_1,UD]=-V$ they become

$$[S_1,T_0]+\left(1-\tfrac12\right)[S_1,V]+[S_2,UD].$$

The middle term is

$$\tfrac12[S_1,V]=\frac{1}{2U}[T_1-T_{-1},\,T_1+T_{-1}]=\frac{1}{2U}\left([T_1,T_{-1}]-[T_{-1},T_1]\right)=\frac{[T_1,T_{-1}]}{U},$$

because $[T_1,T_1]=[T_{-1},T_{-1}]=0$. It has index zero and stays.

Q: You have left $[S_1,T_0]$ lying there. It is of order $t^2/U$, as large as the term you want.

A: It equals $([T_1,T_0]-[T_{-1},T_0])/U$, with indices $+1$ and $-1$, and $S_2$ is chosen to cancel it:

$$S_2=\frac{[T_1,T_0]+[T_{-1},T_0]}{U^2},\qquad [S_2,UD]=\frac{-[T_1,T_0]+[T_{-1},T_0]}{U}=-[S_1,T_0].$$

$S_2$ is anti-Hermitian because $[T_1,T_0]^\dagger=[T_0,T_{-1}]=-[T_{-1},T_0]$. The result holds in the whole Fock space:

$$H'=UD+T_0+\frac{[T_1,T_{-1}]}{U}+O(t^3/U^2).$$

The numerical check tests the need for $S_2$. On four sites with all pairs coupled by random complex hoppings of modulus between 0.5 and 1, it forms $e^SHe^{-S}$ by matrix exponentiation, subtracts the three terms above, and measures how the norm of the rest scales when $U$ goes from 400 to 800. The exponent is $-1.000$ with $S_1$ alone and $-2.000$ with $S_1+S_2$. Every exponent quoted below is asserted to lie within 0.15 of the expected integer.

One freedom remains. A part of $S$ with index zero would commute with $D$ and rotate states inside each block, changing matrix elements and leaving eigenvalues fixed. I take every $S_k$ without such a part.

Q: Granted. What is left of the commutator in the block without doublons?

A: $T_{-1}$ needs a doublon to destroy, so $T_{-1}P=0$, and the adjoint is $PT_1=0$. Then $P[T_1,T_{-1}]P=-PT_{-1}T_1P$. Also $PT_0P=PTP$, since $PVP=0$. The block is

$$H_{\rm eff}=PTP+H_2,\qquad H_2=-\frac{1}{U}\,PT_{-1}T_1P .$$

$H_2$ has the form $-A^\dagger A/U$ with $A=T_1P$, so it has no positive eigenvalue. A state is lowered to the extent that a hop can create a doublon from it.

Q: I see $t^2/U$ there and no spin operator at all. Where does the spin come in?

A: It enters through the fact that a doublon is a singlet. Look at the hop from $k$ to $j$ in $T_1P$. The factor $h_{k\bar\sigma}$ can be dropped, because $c_{k\sigma}=c_{k\sigma}n_{k\sigma}$ gives $c_{k\sigma}n_{k\bar\sigma}P=c_{k\sigma}n_{k\sigma}n_{k\bar\sigma}P=0$. Define

$$d^\dagger_j=c^\dagger_{j\uparrow}c^\dagger_{j\downarrow},\qquad b_{jk}=\frac{c_{j\downarrow}c_{k\uparrow}-c_{j\uparrow}c_{k\downarrow}}{\sqrt2}.$$

Anticommuting the factors shows $b_{kj}=(-c_{j\uparrow}c_{k\downarrow}+c_{j\downarrow}c_{k\uparrow})/\sqrt2=b_{jk}$, and the adjoint $b^\dagger_{ij}=(c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}-c^\dagger_{i\downarrow}c^\dagger_{j\uparrow})/\sqrt2$ creates a normalized singlet pair on sites $i,j$. The two spin terms of the hop are

$$n_{j\downarrow}c^\dagger_{j\uparrow}c_{k\uparrow}=c^\dagger_{j\uparrow}c^\dagger_{j\downarrow}c_{j\downarrow}c_{k\uparrow}=d^\dagger_j\,c_{j\downarrow}c_{k\uparrow},$$

$$n_{j\uparrow}c^\dagger_{j\downarrow}c_{k\downarrow}=c^\dagger_{j\downarrow}c^\dagger_{j\uparrow}c_{j\uparrow}c_{k\downarrow}=-d^\dagger_j\,c_{j\uparrow}c_{k\downarrow}.$$

In each line the number operator was commuted past the creator of opposite spin, and the minus sign in the second comes from $c^\dagger_{j\downarrow}c^\dagger_{j\uparrow}=-d^\dagger_j$. The sum is $\sqrt2\,d^\dagger_jb_{jk}$, so

$$T_1P=-\sqrt2\sum_{j}\sum_{k\neq j}t_{jk}\,d^\dagger_jb_{jk}P,\qquad PT_{-1}=-\sqrt2\sum_{j}\sum_{i\ne j}t_{ij}\,Pb^\dagger_{ij}d_j .$$

The second is the adjoint of the first, with $k$ renamed $i$, $t_{ji}^*=t_{ij}$ and $b_{ji}=b_{ij}$.

In the product appear the terms $Pb^\dagger_{ij'}d_{j'}d^\dagger_jb_{jk}P$. The state $b_{jk}P|\psi\rangle$ has no doublon, since electrons were only removed, so after $d^\dagger_j$ the only doublon sits on $j$ and $d_{j'}$ gives zero unless $j'=j$. For $j'=j$, $d_jd^\dagger_j=c_{j\downarrow}c_{j\uparrow}c^\dagger_{j\uparrow}c^\dagger_{j\downarrow}=h_{j\uparrow}h_{j\downarrow}$, which equals 1 here, because site $j$ held at most one electron and $b_{jk}$ took it. Therefore

$$H_2=-\frac{2}{U}\sum_j\sum_{i\ne j}\sum_{k\neq j}t_{ij}t_{jk}\,P\,b^\dagger_{ij}b_{jk}\,P .$$

A singlet on the bond $jk$ collapses onto site $j$, costs $U$, and reopens as a singlet on the bond $ij$. The bond may be the same one, $i=k$, or another one that shares the site $j$.

Q: That is a statement about pairs. I want to see $\mathbf S_i\cdot\mathbf S_j$ and a coefficient.

A: Let $\mathbf S_j=\tfrac12\sum_{\alpha\beta}c^\dagger_{j\alpha}\boldsymbol\sigma_{\alpha\beta}c_{j\beta}$ with Pauli matrices $\boldsymbol\sigma$, so $S^+_j=c^\dagger_{j\uparrow}c_{j\downarrow}$, $S^-_j=c^\dagger_{j\downarrow}c_{j\uparrow}$, $S^z_j=(n_{j\uparrow}-n_{j\downarrow})/2$, and let $n_j=n_{j\uparrow}+n_{j\downarrow}$. Multiply out, for $i\neq j$ and $k\ne j$:

$$2b^\dagger_{ij}b_{jk}=(c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}-c^\dagger_{i\downarrow}c^\dagger_{j\uparrow})(c_{j\downarrow}c_{k\uparrow}-c_{j\uparrow}c_{k\downarrow})$$

$$=c^\dagger_{i\uparrow}c_{k\uparrow}n_{j\downarrow}+c^\dagger_{i\downarrow}c_{k\downarrow}n_{j\uparrow}-c^\dagger_{i\uparrow}c_{k\downarrow}S^-_j-c^\dagger_{i\downarrow}c_{k\uparrow}S^+_j .$$

The bilinears on site $j$ stand in the middle of each product and commute with operators on other sites, so moving them to the right costs no sign. Put $n_{j\downarrow}=n_j/2-S^z_j$ and $n_{j\uparrow}=n_j/2+S^z_j$. The matrix $\boldsymbol\sigma\cdot\mathbf S_j$ has elements $S^z_j$ ($\uparrow\uparrow$), $S^-_j$ ($\uparrow\downarrow$), $S^+_j$ ($\downarrow\uparrow$) and $-S^z_j$ ($\downarrow\downarrow$), which are the four spin terms above with the opposite sign. Writing $c^\dagger_i\boldsymbol\sigma c_k=\sum_{\alpha\beta}c^\dagger_{i\alpha}\boldsymbol\sigma_{\alpha\beta}c_{k\beta}$,

$$2b^\dagger_{ij}b_{jk}=\tfrac12\,n_j\sum_\sigma c^\dagger_{i\sigma}c_{k\sigma}-c^\dagger_i\boldsymbol\sigma c_k\cdot\mathbf S_j .$$

For $i=k$ one has $\sum_\sigma c^\dagger_{i\sigma}c_{i\sigma}=n_i$ and $c^\dagger_i\boldsymbol\sigma c_i=2\mathbf S_i$, so

$$b^\dagger_{ij}b_{ij}=\tfrac14n_in_j-\mathbf S_i\cdot\mathbf S_j .$$

The amplitude is $t_{ij}t_{ji}=|t_{ij}|^2$. A given bond occurs twice in the sum, once with the doublon on either end, and both give the same operator because $b_{ij}=b_{ji}$. With $\langle ij\rangle$ denoting each bond once,

$$H_{\rm eff}=P\Big[T+\sum_{\langle ij\rangle}J_{ij}\left(\mathbf S_i\cdot\mathbf S_j-\tfrac14n_in_j\right)-\frac1U\sum_j\sum_{i\ne k}t_{ij}t_{jk}\Big(\tfrac12n_j\sum_\sigma c^\dagger_{i\sigma}c_{k\sigma}-c^\dagger_i\boldsymbol\sigma c_k\cdot\mathbf S_j\Big)\Big]P,$$

$$J_{ij}=\frac{4|t_{ij}|^2}{U}.$$

The pairs $(i,k)$ are ordered and both differ from $j$. The term $(k,i)$ is the adjoint of the term $(i,k)$. The factor 4 is a product of two factors 2. One is $(\sqrt2)^2$: either electron of the singlet can be the one already on site $j$, and the two amplitudes $1/\sqrt2$ add. The other is the choice of the end of the bond. $J$ is positive whatever the sign or phase of $t_{ij}$, so this superexchange is antiferromagnetic. The program asserts the operator identities above in the full four-site Fock space, and asserts that $PT_{-1}T_1P$, built from blocks of the matrix $T$ between sectors of $D$, equals both the pair form and the spin form.

Q: The term $-n_in_j/4$ looks like a shift of the zero of energy. Why not drop it?

A: Take two electrons on the bond. From $(\mathbf S_i+\mathbf S_j)^2=\tfrac32+2\,\mathbf S_i\cdot\mathbf S_j$, the product $\mathbf S_i\cdot\mathbf S_j$ is $-\tfrac34$ in the singlet and $+\tfrac14$ in the triplet. With the density term the energies are $-J$ and $0$. The zero is required: fully polarized electrons can never form a doublon, $UD$ does not act on them, and their energies are those of $T$ alone for every $U$. Without the density term two parallel neighbours would pay $J/4$, which the Hubbard model does not charge.

At half filling, $N=L$, every site in the $P$ space has $n_i=1$, and the term is the constant $-J/4$ per bond. With holes it is an operator. On a lattice with uniform $J$, $N_b$ bonds and $z$ neighbours per site, write $n_i=1-\eta_i$ with $\eta_i$ the hole number. Then $\sum_{\langle ij\rangle}n_in_j=N_b-z(L-N)+\sum_{\langle ij\rangle}\eta_i\eta_j$, and the last sum contributes $-J/4$ for each pair of adjacent holes. This is the share of the density term only. Adjacent holes break one bond fewer than separated ones, and with the exchange term included the diagonal energy of that bond is 0 for parallel spins and $-J/2$ for antiparallel ones, so the net attraction depends on the spin background. On the four-site cluster with real hoppings and three electrons, the largest difference between exact and effective levels scales with exponent $-2.005$ for the full $H_{\rm eff}$ and $-1.000$ when the density term is omitted, which is an error of order $t^2/U$.

Q: The model called the t-J model has no three-site term. Are you saying it is wrong?

A: It is a truncation that the expansion in $t/U$ does not justify when holes are present. For uniform real $t$ each three-site term is $-(2t^2/U)\,b^\dagger_{ij}b_{jk}=-(J/2)\,b^\dagger_{ij}b_{jk}$, of the same order as the exchange. In effect an electron leaves $k$ and one arrives at $i$, provided that the pair on $jk$ is a singlet, and the pair on $ij$ is then a singlet too. The final $P$ requires $i$ to have been empty: a parallel electron there blocks the arrival and an antiparallel one makes a doublon. At half filling no site is empty, so both the three-site terms and $PTP$ vanish, and $H_{\rm eff}$ is the Heisenberg Hamiltonian plus a constant. With one hole in the four-site cluster, omitting the three-site terms changes the error exponent from $-2.005$ to $-0.995$.

An order-of-magnitude count shows what the truncation keeps. At hole concentration $\delta$ the energies per site scale as $J$ for exchange, $\delta t$ for hopping and $\delta J$ for the three-site terms, so for small $\delta$ the last is the smallest part of the total. The exchange energy lost on the bonds broken by the holes also scales as $\delta J$. A property of a hole computed to order $J$ therefore needs the three-site terms in general.

Q: You keep writing $O(t^3/U^2)$. I would like to see that term, and to know whether it is really there.

A: The terms with three powers of $t$ are

$$[S_3,UD]+[S_2,T]+\tfrac12[S_1,[S_1,T]]+\tfrac12[S_1,[S_2,UD]]+\tfrac12[S_2,[S_1,UD]]+\tfrac16[S_1,[S_1,[S_1,UD]]].$$

Insert $[S_1,UD]=-V$ and $[S_2,UD]=-[S_1,T_0]$. The two terms $\pm\tfrac12[S_1,[S_1,T_0]]$ cancel, and $[S_2,V]$ appears with coefficient $1-\tfrac12$. The commutators $[S_2,T_0]$ and $[S_1,[S_1,V]]$ have indices $\pm1$ only, since $[S_1,V]$ has index zero. All parts with nonzero index are removed by $S_3$. What stays is the index-zero part of $\tfrac12[S_2,V]$,

$$\frac{1}{2U^2}\left([[T_1,T_0],T_{-1}]+[[T_{-1},T_0],T_1]\right).$$

The first double commutator is $T_1T_0T_{-1}-T_0T_1T_{-1}-T_{-1}T_1T_0+T_{-1}T_0T_1$, and between projectors the two terms ending in $T_{-1}$ vanish. The second is $T_{-1}T_0T_1-T_0T_{-1}T_1-T_1T_{-1}T_0+T_1T_0T_{-1}$, and the two terms beginning with $T_1$ vanish. Hence

$$H_3=\frac{1}{U^2}\,P\left(T_{-1}T_0T_1-\tfrac12\{T_{-1}T_1,T_0\}\right)P .$$

The program checks this against an effective Hamiltonian built without any expansion, by the des Cloizeaux construction. It takes the exact low eigenvalues $E$ and eigenvectors, keeps the components of the eigenvectors in the $P$ space, replaces that square matrix by its unitary polar factor $X$, and forms $XEX^\dagger$. For three electrons and real hoppings the matrix difference from $H_{\rm eff}$ scales with exponent $-2.000$, and with $-2.999$ once $H_3$ is added.

We have derived the effective Hamiltonian to order $t^2/U$, with its exchange, density and three-site terms, and found the next correction, $H_3$. What remains is to see when $H_3$ matters at half filling, to recover the double occupancy, to work through small clusters in numbers, and to ask how far the expansion can be trusted.
